# Silicon intervalley couplings from mobility data: fitting and singular-value analysis

**Result**

Let the electron mobility of lightly doped silicon be limited by acoustic phonons and by three intervalley phonons: g-LO, f-LA and f-TO. Measure each squared coupling constant in units of a reference value, \(q_i=D_i^2/D_{i,\rm ref}^2\), and let \(w_i(E)\) be the scattering rate of process \(i\) at the reference coupling. Then

\[
\mu=\frac{\langle\tau\rangle}{m_c},\qquad \tau=\frac1{\sum_i q_iw_i},\qquad
L_{ki}=\frac{\partial\ln\mu(T_k)}{\partial q_i}=-\frac{\langle\tau^2w_i\rangle}{\langle\tau\rangle}.
\]

With the decomposition \(L=USV^T\) and relative noise \(\sigma\) in each mobility, the combination \(v_j\cdot q\) has standard error \(\sigma/s_j\) in the linear regime. If a g and an f phonon have equal energies, one singular value is zero, and the data fix only \(Z_gD_g^2+Z_fD_f^2\), where \(Z\) counts final valleys.

In the example below, nine mobilities between 80 and 400 K with 2% noise determine two combinations of four constants. The best fit returns \(D_g=0\), although the data were made with \(D_g=9\) eV/Å.

**Model and rates**

The algebra uses atomic units, \(\hbar=m_e=e=1\). Six equivalent parabolic valleys have masses \(m_l,m_t,m_t\), and the electrons are nondegenerate. Phonon energies are known. The three intervalley processes kept are those allowed at zeroth order in the electron wavevector measured from the valley minimum, so their matrix elements are constants.

First count final states. For one spin and one valley, set \(k_i=\sqrt{m_i}\,\kappa_i\). Then \(E=\kappa^2/2\) and \(d^3k=m_d^{3/2}d^3\kappa\), with \(m_d=(m_lm_t^2)^{1/3}\). Since \(d\kappa/dE=1/\kappa\),

\[
g(E)=\frac{m_d^{3/2}}{(2\pi)^3}\,4\pi\kappa^2\frac{d\kappa}{dE}
=\frac{m_d^{3/2}\sqrt{2E}}{2\pi^2},\qquad g(E<0)=0 .
\]

A phonon mode of frequency \(\omega\) in a crystal of volume \(V\) and density \(\rho\) has squared displacement matrix elements \(N/(2\rho V\omega)\) for absorption and \((N+1)/(2\rho V\omega)\) for emission, with \(N=1/(e^{\omega/k_BT}-1)\). The coupling is \(D\) times displacement. The golden rule multiplies by \(2\pi\) and by \(Vg\) at the final energy, in each of \(Z\) valleys:

\[
w=\frac{\pi ZD^2}{\rho\omega}\left[N\,g(E+\omega)+(N+1)\,g(E-\omega)\right].
\]

A g process leads to the opposite valley on the same axis, so \(Z_g=1\). An f process leads to the four valleys on the other two axes, so \(Z_f=4\).

For acoustic phonons the coupling is \(\Xi\) times strain, which adds a factor \(q_{\rm ph}^2\), with \(q_{\rm ph}\) the phonon wavevector. With \(\omega=vq_{\rm ph}\) and equipartition, \(N\approx N+1\approx k_BT/\omega\), absorption and emission each have squared matrix element \(\Xi^2k_BT/(2\rho Vv^2)\). Neglecting the phonon energy in \(g\) and adding the two gives

\[
w_{\rm ac}=\frac{2\pi\Xi^2k_BT}{\rho v^2}\,g(E).
\]

**Why a relaxation time is sufficient**

Let a force \(F\) act along \(x\), and write the distribution as \(f_a=f_{0a}(1+F\phi_a/k_BT)\). Let \(P_{ab}\) be the transition rate from state \(a\) to \(b\). Detailed balance, \(f_{0a}P_{ab}=f_{0b}P_{ba}\), turns the collision term into \((F/k_BT)f_{0a}\sum_bP_{ab}(\phi_b-\phi_a)\). The driving term is \(Fv_a\,\partial f_0/\partial E=-Fv_af_{0a}/k_BT\). Equating them,

\[
\sum_bP_{ab}(\phi_a-\phi_b)=v_a .
\]

Try \(\phi_a=v_a\tau(E_a)\). In this model \(P_{ab}\) depends on the final state through its valley and energy alone. States at \(\pm k\) from a valley centre have opposite velocities, so \(\sum_bP_{ab}\phi_b=0\). What remains is \(\tau=1/\sum_bP_{ab}\), even though the phonons exchange energy and the masses are anisotropic.

This was tested at 300 K by solving the six-valley equation as a matrix with all in-scattering retained, on 40 energies spaced by 12 meV and six directions per valley. For this test the phonon energies were moved to 60, 48 and 60 meV to fit the grid. The matrix and the relaxation time, on the same grid, both gave 1632.63 cm²/Vs.

The mean velocity divided by \(F\) is \(\mu=\langle v_x^2\tau\rangle_0/k_BT\), where the subscript denotes an average over thermally occupied states. On an energy surface \(v_x^2\) averages to \(2E/(3m_x)\) in one valley. Over the six valleys it averages to \(2E/(3m_c)\), with \(1/m_c=(1/m_l+2/m_t)/3\). Therefore

\[
\mu=\frac{2}{3m_ck_BT}\frac{\int E^{3/2}\tau e^{-E/k_BT}dE}{\int E^{1/2}e^{-E/k_BT}dE}
=\frac{\langle\tau\rangle}{m_c},
\]

because \(\int E^{3/2}e^{-E/k_BT}dE=\tfrac32k_BT\int E^{1/2}e^{-E/k_BT}dE\). From here on, \(\langle\cdot\rangle\) is the normalized average with weight \(E^{3/2}e^{-E/k_BT}\).

**Sensitivity and the fitting step**

Since \(\partial\tau/\partial q_i=-\tau^2w_i\), the formula for \(L\) follows at once. Multiplying it by \(q_i\) and summing uses \(\sum_iq_iw_i=1/\tau\):

\[
\sum_iq_iL_{ki}=-\frac{\langle\tau^2/\tau\rangle}{\langle\tau\rangle}=-1 .
\]

This identity simplifies the fit. Take the residuals \(r_k=\mu_k^{\rm obs}/\mu_k(q)-1\), which suit noise proportional to the mobility. Their derivatives are

\[
A_{ki}=\frac{\partial r_k}{\partial q_i}=-\frac{\mu_k^{\rm obs}}{\mu_k}L_{ki},
\qquad (Aq)_k=\frac{\mu_k^{\rm obs}}{\mu_k}=r_k+1 .
\]

The linearized residual at a new point \(q'\) is \(r+A(q'-q)=Aq'-1\). Each Gauss-Newton step is therefore the problem

\[
\min_{q'\ge0}\;\lVert Aq'-1\rVert^2 .
\]

The constraint keeps the squares of real couplings non-negative. The direction \(q'-q\) is downhill: the quadratic model is convex and shares its value and gradient with the true cost at \(q\), so a \(q'\) that lowers the model has a negative slope along \(q'-q\). Halving the step therefore finds a decrease unless \(q\) is already stationary.

```
input: T[k], mu_obs[k], sigma, phonon energies, D_ref
for each T[k]: tabulate nodes E, weights W, rates w_i(E)
for each of several starting q:
    repeat
        tau = 1 / sum_i q_i w_i
        mu, L = averages with W
        A = -(mu_obs/mu) * L
        q_new = argmin |A q_new - 1|^2, q_new >= 0
        halve the step until the cost does not rise
    until the step is negligible
keep the q of lowest cost
U, s, V = svd(L)
report v_j.q with error sigma/s_j, for each j
where the error is large: hold one D, refit the rest
```

With four unknowns the constrained problem can be solved by enumeration. At most 15 nonempty sets of positive unknowns are solved by ordinary least squares, and the best feasible one is kept.

**What the singular values mean**

Near the true parameters the residual is \(\sigma\varepsilon-L\,\delta q\), where \(\varepsilon\) holds independent numbers of unit variance. Least squares gives

\[
\delta q=\sigma\sum_jv_j\frac{u_j\cdot\varepsilon}{s_j},
\]

so the errors of the combinations \(v_j\cdot q\) are uncorrelated and have size \(\sigma/s_j\).

Three limits show where small singular values come from.

*Equal phonon energies.* Let \(S_i=Z_iD_{i,\rm ref}^2/\omega_i\). If \(\omega_g=\omega_f\), the rates \(w_g/S_g\) and \(w_f/S_f\) are the same function of energy and temperature. Any change with \(S_g\,\delta q_g+S_f\,\delta q_f=0\) leaves every mobility unchanged. For a small splitting \(\delta\), the same direction changes the mobilities by the difference of one smooth response at \(\omega_f+\delta\) and at \(\omega_f\), which is proportional to \(\delta\). Small adjustments of the other constants remove whatever part of this they can imitate. The smallest singular value is the norm of the remainder, and is linear in \(\delta\) to leading order unless that remainder vanishes.

*High temperature.* For \(k_BT\gg\omega_i\), \(N\approx N+1\approx k_BT/\omega_i\) and \(g(E\pm\omega_i)\approx g(E)\) for typical electrons. Each intervalley rate becomes \(2\pi Z_iD_i^2k_BT\,g(E)/(\rho\omega_i^2)\), with the same energy and temperature dependence as acoustic scattering. The data then fix one number, \(\Xi^2/v^2+\sum_iZ_iD_i^2/\omega_i^2\), and \(L\) has rank one.

*Low temperature.* For \(k_BT\ll\omega_i\), absorption is suppressed by \(N\approx e^{-\omega_i/k_BT}\), and the electrons able to emit are suppressed by a similar exponential. The mobility then fixes \(\Xi\) alone.

Data reaching both limits would fix \(\Xi\) and the sum \(\sum_iZ_iD_i^2/\omega_i^2\). The high-temperature limit, however, needs temperatures well above \(\omega_i/k_B\approx700\) K, where lightly doped silicon is intrinsic. The example below does not reach it: at 400 K, \(k_BT=34\) meV lies below all three phonon energies, and the sensitivities \((-0.49,-0.21,-0.20,-0.10)\) are still far from their limiting values \((-0.32,-0.30,-0.23,-0.14)\). Those data fix the sum only to about 6%, even when the weakest combination is left out. Information that separates the intervalley phonons from one another comes from the range between the limits, where phonons of different energy switch on at different temperatures.

**Worked example**

The parameters are round, rough silicon-like values: \(m_l=0.92\), \(m_t=0.19\), density 2330 kg/m³, sound speed 9000 m/s, \(\Xi=9\) eV. The g-LO, f-LA and f-TO energies are 61, 47 and 59 meV, with couplings 9, 3 and 3 eV/Å. These true values also serve as the reference, so the truth is \(q=(1,1,1,1)\). Some of the data, in cm²/Vs, with the sensitivities to \((\Xi,g,f\text{-LA},f\text{-TO})\), are:

- 80 K: true 21,672, datum 21,672; \(-0.989,-0.002,-0.008,-0.001\)
- 200 K: true 3923, datum 3853; \(-0.740,-0.089,-0.126,-0.046\)
- 400 K: true 912, datum 903; \(-0.491,-0.208,-0.200,-0.102\)

Each row sums to \(-1\) within rounding, and the 80 K row shows the low-temperature limit.

The singular values and errors at \(\sigma=0.02\) are:

- \(s_1=2.22\), error 0.009, \(v_1=(0.977,0.129,0.155,0.065)\)
- \(s_2=0.415\), error 0.048, \(v_2=(-0.211,0.664,0.638,0.327)\)
- \(s_3=0.0301\), error 0.66, \(v_3=(-0.022,-0.620,0.752,-0.223)\)
- \(s_4=2.44\times10^{-4}\), error 82, \(v_4=(0.000,-0.398,-0.056,0.916)\)

The first combination is mostly acoustic strength and the second is overall intervalley strength. The third trades the 47 meV phonon against the two near 60 meV, and the fourth trades g-LO against f-TO. With equal energies, the null vector would have components proportional to \(-Z_fD_f^2=-36\) for g and \(Z_gD_g^2=81\) for f-TO. Divided by \(\sqrt{36^2+81^2}=88.6\), these are \(-0.406\) and \(0.914\), close to \(v_4\).

Splittings of 0.2 and 0.4 meV, with f-TO held at 59 meV, give smallest singular values \(2.39\times10^{-5}\) and \(4.79\times10^{-5}\), a ratio of 2.01. Extending the first linearly to the actual 2 meV gives \(2.39\times10^{-4}\), 2% below the computed \(s_4\).

The fit gives \(\Xi=8.96\) eV and \((D_g,D_{f\rm LA},D_{f\rm TO})=(0,3.54,4.51)\) eV/Å, with \(\chi^2=\sum_k(r_k/\sigma)^2=3.0\). Holding \(D_g\) and refitting the rest shows the valley in the cost:

- \(D_g=6\): \(D_{f\rm TO}=3.33\), \(\chi^2\) rises by 0.013
- \(D_g=9\): \(D_{f\rm TO}=0\), \(\chi^2\) rises by 0.031
- \(D_g=12\): \(D_{f\rm TO}=0\), \(\chi^2\) rises by 2.8

Along the valley \(D_g^2/61+4D_{f\rm TO}^2/59\) is nearly constant: \(4(4.51)^2/59=1.38\) at \(D_g=0\), and \(81/61=1.33\) at \(D_g=9\). These data thus bound \(D_g\) from above but do not show that g scattering exists.

On noise-free data, forcing \(D_g=0\) costs \(\chi^2=0.0009\) at \(\sigma=0.02\). Since \(\chi^2\propto1/\sigma^2\), a cost of 1 needs \(\sigma=0.02\sqrt{0.0009}=0.0006\), or 0.06% noise.

**A reduced fit and its limits**

Two determined combinations do not mean that any two constants will do. Keeping \(\Xi\) and one g-type coupling at 61 meV, with both f couplings set to zero, gives

\[
\Xi=9.18\pm0.06\ \text{eV},\qquad D_{\rm eff}=14.1\pm0.2\ \text{eV/Å}=0.275\ \text{hartree/bohr}.
\]

The errors are statistical, and \(\chi^2\) is 13.9, which is 10.9 above the full fit. The third combination explains most of this. The full fit has \(q=(0.99,0,1.39,2.26)\) and \(v_3\cdot q=0.52\). The reduced fit has \(q=(1.04,2.46,0,0)\) and \(v_3\cdot q=-1.55\). The difference, 2.07, is 3.12 standard errors, and \(3.12^2\approx9.7\). A weak combination still excludes large displacements. \(D_{\rm eff}\) summarizes the data for an assumed 61 meV phonon and is not the g-type constant.

**Cost, stability and failure modes**

*Quadrature.* The rates have square-root onsets at each emission threshold. Splitting the integral there and substituting \(E=a+u^2\) above each threshold \(a\) removes the root at that edge. With 80 Gauss nodes in each of four segments, one evaluation handles \(9\times320\) energies and four rates. The tables do not depend on \(q\) and are built once. Accuracy matters more than speed: errors in \(L\) comparable with \(s_4\) would create or hide a weak direction.

*Conditioning.* Here \(s_1/s_4\approx9\times10^3\). Normal equations would square this to about \(8\times10^7\), which double precision still tolerates but single precision does not. An orthogonal or singular-value method avoids the squaring and is the safer choice as phonon energies approach each other.

*Bounds and nonlinearity.* The formula \(\sigma/s_j\) was tested with 400 refits at a noise of \(3\times10^{-4}s_4\), small enough to stay clear of the bounds. The ratios of observed to predicted spread were 0.98, 0.99, 1.05 and 0.95, with a sampling error of about 0.035. At 2% noise, 150 bounded refits started from the truth give spreads 0.009, 0.051, 0.67 and 2.0. The last is far below 82 because the couplings cannot become imaginary; it measures the allowed region, not information in the data. The central 68% of fitted \(D_g\) runs from 0 to 11.7 eV/Å, and of \(D_{f\rm TO}\) from 0 to 6.1 eV/Å.

*Scaling.* Singular values and vectors depend on the reference couplings, which for measured data should be prior estimates. Scaling by fitted values fails when one of them is zero, as here. The count of determined combinations also needs a threshold: two have errors below 0.2.

*Starting point.* The cost has not been shown to be convex, so one start does not guarantee the lowest minimum. Several starts are a cheap precaution. Along a nearly flat valley the profile is more informative than the single best point.

**Comparison with real silicon**

High-purity silicon has an electron mobility of roughly 1400 cm²/Vs at room temperature. The model gives 1905 at 280 K and 1437 at 320 K, so it is somewhat high. Of the neglected effects estimated here, the largest at 280 K is band nonparabolicity: a coefficient of 0.5/eV changes the model mobility by \(-11\%\) there and by \(-15\%\) at 400 K. Fitted with parabolic bands, such data would shift \(v_2\cdot q\) by about 0.42 in linear estimate. Its true value is the sum of the components of \(v_2\), 1.42, so the bias is 30%, nearly nine times the statistical error.

Other rough estimates are:

- Ionized impurities at \(10^{14}\) cm⁻³, with screened Coulomb scattering: \(-12\%\) at 80 K and \(-0.5\%\) at 280 K.
- Weak intervalley phonons at 12 and 19 meV, treated as zeroth-order processes with couplings of 0.3 to 0.8 eV/Å: \(-7\) to \(-9\%\) at 80, 280 and 400 K.
- Transverse mass growing by a fraction \(1.5\times10^{-4}\) per kelvin: \(-10\%\) at 400 K.
- Acoustic relaxation 1.5 times faster for motion along a valley's long axis than across it: \(-3\%\) at 80 K.

At \(10^{14}\) cm⁻³ degeneracy is negligible, and at 400 K the intrinsic density is about 5% of the doping. The applied field must stay well below about 42 V/cm at 80 K, where the drift velocity would reach the sound speed and carrier heating is expected. Measured data therefore need these effects in the model before the 2% statistical errors mean anything.

**Data that would separate g from f**

Strain that lowers one pair of valleys by much more than the phonon and thermal energies freezes out f scattering. A mobility point then has negligible sensitivity to both f couplings. At 300 K this takes a valley splitting of about 0.2 eV; at 0.05 eV the two weakest errors quoted below would be 0.26 and 1.8 instead. Adding one such point at 300 K with the same relative noise, assuming known masses and unchanged \(\Xi\) and \(D_g\), changes the singular values to 2.35, 0.415, 0.18 and 0.0148. The two weakest errors fall from 0.66 and 82 to 0.11 and 1.4. Three combinations are then determined. The fourth remains open at 2% noise, because the new point carries no information on how f scattering divides between LA and TO phonons.

The complete set of data, sensitivities and refit ranges is in the numerical output.

## Values computed for the example and the checks

```
masses m_l 0.92, m_t 0.19, m_d 0.3214, m_c 0.2583 m_e
density 2330 kg/m3, sound speed 9000 m/s
phonons g-LO, f-LA, f-TO: 0.061 0.047 0.059 eV
true Xi (eV), D_g, D_fLA, D_fTO (eV/A): 9.0 9.0 3.0 3.0
relative noise 0.02
Boltzmann matrix / tau formula, test grid: 1632.630 / 1632.630 cm2/Vs
T(K) true, data (cm2/Vs); dln(mu)/dq: ac, g, fLA, fTO
80 21671.9 21672; -0.9888 -0.0018 -0.0084 -0.0011
120 10929.5 10995; -0.9264 -0.0185 -0.0447 -0.0104
160 6260.0 6226; -0.8314 -0.0516 -0.0895 -0.0275
200 3923.0 3853; -0.7397 -0.0885 -0.1259 -0.0459
240 2650.9 2627; -0.6636 -0.1221 -0.1521 -0.0622
280 1904.8 1867; -0.6035 -0.1504 -0.1705 -0.0756
320 1437.2 1439; -0.5566 -0.1735 -0.1834 -0.0864
360 1127.1 1157; -0.5198 -0.1924 -0.1927 -0.0951
400 911.6 903; -0.4907 -0.2077 -0.1995 -0.1021
fit Xi (eV), D_g, D_fLA, D_fTO (eV/A): 8.96 0.00 3.54 4.51
fit chi2 3.045 for 9 points
j: s_j, sigma/s_j, refit spread; vector (ac, g, fLA, fTO)
1: 2.217e+00, 0.00902, 0.00923; 0.977 0.129 0.155 0.065
2: 4.149e-01, 0.0482, 0.0506; -0.211 0.664 0.638 0.327
3: 3.010e-02, 0.664, 0.665; -0.022 -0.620 0.752 -0.223
4: 2.444e-04, 81.8, 1.98; 0.000 -0.398 -0.056 0.916
combinations with sigma/s_j below 0.2: 2
singular values at the fit: 2.21e+00 4.19e-01 2.85e-02 2.18e-04
small-noise spread / (sigma/s_j): 0.982 0.985 1.047 0.949
smallest s, equal g and f-TO energies: 1.6e-16
smallest s, splitting 0.2 and 0.4 meV: 2.386e-05, 4.789e-05
held D_g (eV/A): chi2 rise; Xi (eV), D_fLA, D_fTO (eV/A)
0: 0.000; 8.96 3.54 4.51
3: 0.003; 8.96 3.56 4.25
6: 0.013; 8.96 3.62 3.33
9: 0.031; 8.96 3.69 0.00
12: 2.771; 9.06 2.55 0.00
noise-free data, D_g = 0: chi2 0.0009
16-84% range of 150 refits (Xi in eV, D in eV/A):
  Xi: 8.91 to 9.12
  D_g: 0.00 to 11.70
  D_fLA: 1.80 to 3.66
  D_fTO: 0.00 to 6.09
two-parameter fit: Xi 9.184 +- 0.057 eV
  D_eff 14.13 +- 0.21 eV/A = 0.2748 hartree/bohr
  chi2 13.927
singular values with strained point: 2.35e+00 4.15e-01 1.80e-01 1.48e-02
neglected: mobility change % at 80, 280, 400 K; shift of v1.q, v2.q
  nonparabolic 0.5/eV: -3.30 -11.01 -14.68 ; 0.121 0.424
  impurities 1e14 cm^-3: -12.24 -0.50 -0.18 ; 0.045 -0.199
  weak 12,19 meV phonons: -7.42 -9.15 -8.02 ; 0.127 0.120
  m_t growth 1.5e-4/K: -2.25 -7.54 -10.50 ; 0.082 0.294
  long. acoustic rate x1.5: -3.10 -2.15 -1.83 ; 0.033 0.003
degeneracy n/Nc at 80 K, n = 1e14 cm^-3: 2.6e-05
largest acoustic phonon energy/kT, 80 K: 0.51; equipartition error 2.1 %
intrinsic density at 400 K (gap 1.1 eV, Nv = Nc): 5.0e+12 cm^-3
field for drift at sound speed, 80 K: 42 V/cm
```
